# Atomic Charge Gaps of t2g Shells from the Kanamori Interaction

## What a single U gets wrong

Suppose that every partly filled t2g shell is assigned a charge gap equal to its Hubbard repulsion $U$. With $U=2.5$ eV, shells with two and three electrons then both have a gap of 2.5 eV. If Hund's exchange is $J=0.4$ eV, the atomic gaps are in fact 1.3 eV and 3.3 eV. A bandwidth of 2 eV lies above the first and below the second, so the error matters as soon as electrons can hop.

For $N$ electrons on an isolated shell, let $E(N)$ be the lowest energy. The charge gap is the cost of moving one electron between two distant identical shells:

$$D(N)=E(N+1)+E(N-1)-2E(N).$$

A one-electron level $\varepsilon N$ cancels from this second difference, so I set $\varepsilon=0$. The claim, for a degenerate shell with $J>0$, is $D(2)=U-3J$ and $D(3)=U+2J$.

## Simple case: count pairs

Number the real orbitals $yz,xz,xy$ as 1, 2, 3. Two electrons repel with energy $U$ in the same orbital, with $U'$ in different orbitals at opposite spin, and with $U'-J$ in different orbitals at parallel spin. Fill the shell with parallel spins first:

- $1\!\uparrow2\!\uparrow$ has one parallel pair and energy $U'-J$.
- $1\!\uparrow2\!\uparrow3\!\uparrow$ has three and energy $3(U'-J)$.
- A fourth electron, $1\!\downarrow$, shares an orbital with one electron and meets two others at opposite spin. It adds $U+2U'$.

If these are ground states, then since $E(1)=0$,

$$D(2)=3(U'-J)-2(U'-J)=U'-J,$$
$$D(3)=(U+2U')-2(U'-J)=U+2J.$$

With $U'=U-2J$, derived next, the first becomes $U-3J$. Two points remain open: the relation for $U'$, and whether other states, mixed by the off-diagonal parts of the interaction, lie lower.

## The interaction and its symmetry

The Coulomb interaction in the shell is

$$H=\tfrac12\sum_{abcd}\sum_{\sigma\sigma'}(ab|cd)\,d^\dagger_{a\sigma}d^\dagger_{c\sigma'}d_{d\sigma'}d_{b\sigma},$$

where $(ab|cd)$ is the repulsion between the charge distributions $\phi_a\phi_b$ and $\phi_c\phi_d$. The reflection $x\to-x$ reverses $xz$ and $xy$; the other two reflections act similarly. A nonzero integral must therefore contain each pair of orbitals an even number of times in total. The three index counts then have equal parity. They sum to four, so all are even. What survives, for $a\ne b$, is

$$(aa|aa)=U,\quad (aa|bb)=U',\quad (ab|ab)=(ab|ba)=J.$$

Now rotate a spherical atom by 45° about $z$. This carries $xz$ into $\phi=(xz+yz)/\sqrt2$, so $\phi$ must have the same self-repulsion as $xz$. Expanding its four factors gives

$$(\phi\phi|\phi\phi)=\tfrac14(2U+2U'+4J).$$

Setting this equal to $U$ gives $U'=U-2J$. The argument needs a common radial function and a spherical interaction; in a crystal the relation is an approximation.

All the integrals then fit one expression:

$$(ab|cd)=U'\delta_{ab}\delta_{cd}+J(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}).$$

For four equal indices it gives $U'+2J=U$, as required. A real orthogonal rotation of the three orbitals leaves each Kronecker delta unchanged, which is the meaning of rotational invariance here.

To recover the Kanamori form, take the $J$ terms with $a\ne b$. The term with $c=b,d=a$ contains $d^\dagger_{a\sigma}d^\dagger_{b\sigma'}d_{a\sigma'}d_{b\sigma}$. Exchanging the middle two operators gives a minus sign. For equal spins the result is $-n_{a\sigma}n_{b\sigma}$; for opposite spins it is a spin flip. The term with $c=a,d=b$ vanishes for equal spins by the Pauli principle and otherwise moves a pair. Hence

$$\begin{aligned}H={}&U\sum_m n_{m\uparrow}n_{m\downarrow}+U'\sum_{m\ne k}n_{m\uparrow}n_{k\downarrow}\\&+(U'-J)\sum_{m<k,\sigma}n_{m\sigma}n_{k\sigma}\\&-J\sum_{m\ne k}d^\dagger_{m\uparrow}d_{m\downarrow}d^\dagger_{k\downarrow}d_{k\uparrow}\\&+J\sum_{m\ne k}d^\dagger_{m\uparrow}d^\dagger_{m\downarrow}d_{k\downarrow}d_{k\uparrow}.\end{aligned}$$

The factor $1/2$ has gone for opposite spins because the two spin assignments contribute equally, and for parallel spins because each pair of orbitals is now counted once, with $m<k$.

## General case: reduce H to N, S and L

Define $E_{ab}=\sum_\sigma d^\dagger_{a\sigma}d_{b\sigma}$. Moving $d_{b\sigma}$ past $d^\dagger_{c\sigma'}$, and then exchanging the two annihilators, gives

$$\sum_{\sigma\sigma'}d^\dagger_{a\sigma}d^\dagger_{c\sigma'}d_{d\sigma'}d_{b\sigma}=E_{ab}E_{cd}-\delta_{bc}E_{ad}.$$

Insert the three parts of the Coulomb tensor. The $U'$ part gives $U'(N^2-N)/2$. In the first $J$ part, $c=a$ and $d=b$, so the subtraction is $\sum_{ab}\delta_{ab}E_{ab}=N$. In the second, $c=b$ and $d=a$; the subtraction is $\sum_{ab}E_{aa}=3N$, because $b$ runs over three orbitals. With

$$X=\sum_{ab}E_{ab}E_{ba},\qquad Y=\sum_{ab}E_{ab}E_{ab},$$

the interaction is

$$H=\tfrac12U'N(N-1)+\tfrac12J(Y-N+X-3N).$$

**Orbital part.** Define $L_c=-i\sum_{ab}\epsilon_{cab}E_{ab}$. These are the angular momentum operators of three orbitals that transform like a vector, so one electron has $L=1$. Using $\sum_c\epsilon_{cab}\epsilon_{cde}=\delta_{ad}\delta_{be}-\delta_{ae}\delta_{bd}$,

$$L^2=-\sum_{ab}(E_{ab}E_{ab}-E_{ab}E_{ba})=X-Y.$$

The true orbital momentum projected on t2g is $-\mathbf L$. For example, $-i(x\partial_y-y\partial_x)$ takes $yz$ to $-i\,xz$, whereas $L_3$ takes it to $+i\,xz$. The sign drops out of $L^2$ but returns with spin-orbit coupling.

**Spin part.** Let $T_{\sigma\sigma'}=\sum_a d^\dagger_{a\sigma}d_{a\sigma'}$. Its diagonal elements are $N_\uparrow$ and $N_\downarrow$, and its off-diagonal elements are $S_+$ and $S_-$. Therefore

$$\begin{aligned}\sum_{\sigma\sigma'}T_{\sigma\sigma'}T_{\sigma'\sigma}&=N_\uparrow^2+N_\downarrow^2+S_+S_-+S_-S_+\\&=\tfrac12N^2+2S_z^2+2(S_x^2+S_y^2)\\&=\tfrac12N^2+2S^2.\end{aligned}$$

The same sum can be normal ordered. Moving $d_{a\sigma'}$ past $d^\dagger_{b\sigma'}$ gives

$$\sum_{\sigma\sigma'}T_{\sigma\sigma'}T_{\sigma'\sigma}=2N-\sum_{ab\sigma\sigma'}d^\dagger_{a\sigma}d^\dagger_{b\sigma'}d_{a\sigma'}d_{b\sigma}.$$

The factor 2 comes from the free sum over $\sigma'$. The last sum is $X-3N$, as found above for the second $J$ part. Equating the two results gives

$$X=5N-\tfrac12N^2-2S^2.$$

**Assembly.** Put $Y=X-L^2$ into $H$. The $J$ part is

$$\begin{aligned}\tfrac12J(2X-L^2-4N)&=\tfrac12J(6N-N^2-4S^2-L^2)\\&=J\Big[-\tfrac12N(N-1)+\tfrac52N-2S^2-\tfrac12L^2\Big].\end{aligned}$$

The first term in the bracket changes $U'$ into $U'-J=U-3J$:

$$\boxed{H=(U-3J)\frac{N(N-1)}2+\frac52JN-2JS^2-\frac J2L^2}$$

Here $S^2$ and $L^2$ are operators with eigenvalues $S(S+1)$ and $L(L+1)$.

**Two limits.** For one electron, $S=1/2$ and $L=1$, so $H=J(5/2-3/2-1)=0$: an electron does not repel itself. For a full shell, $S=L=0$ and $H=15U-30J$. Direct counting gives three pairs in the same orbital, six at opposite spin in different orbitals, and six parallel pairs: $3U+6U'+6(U'-J)=15U-30J$.

As a further test, the explicit Kanamori matrix on all 64 states was compared with the boxed form for $(U,J)=(2.5,0.4)$, $(1.0,0.5)$ and $(4.0,0.7)$ eV. The matrix elements agreed within $10^{-10}$ eV.

## Which states are lowest?

For two electrons, a spin triplet needs an antisymmetric orbital state. Three orbitals give three such states, forming $L=1$. The six symmetric states go with the singlet and form $L=2$ and $L=0$. The terms are $^3P$, $^1D$, $^1S$.

For three electrons, $S=3/2$ needs one electron in each orbital, which gives a single orbital state with $L=0$. To find the doublets, count states with two up spins and one down spin. The up pair has $L=1$ and the down electron has $L=1$, which combine to $L=0,1,2$. The $L=0$ state belongs to the quartet. The terms are thus $^4S$, $^2D$, $^2P$, with $4+10+6=20$ states, equal to the number of ways to place three electrons in six spin-orbitals.

The boxed formula gives:

| Shell | Term energies |
|---|---|
| $d^2$ | $^3P:U-3J$; $^1D:U-J$; $^1S:U+2J$ |
| $d^3$ | $^4S:3U-9J$; $^2D:3U-6J$; $^2P:3U-4J$ |

For $J>0$ the lowest terms are $^3P$ and $^4S$, the parallel-spin states of the simple count. Four electrons are two holes in a full shell. The full shell has $S=L=0$, so the holes carry the same $S$ and $L$ values as two electrons, and the lowest term is again $^3P$:

$$E(4)=6(U-3J)+10J-4J-J=6U-13J.$$

Five electrons are one hole, with $S=1/2$ and $L=1$, so

$$E(5)=10(U-3J)+\tfrac{25}2J-\tfrac32J-J=10U-20J.$$

The gaps follow:

$$\begin{aligned}D(2)&=(3U-9J)+0-2(U-3J)=U-3J,\\D(3)&=(6U-13J)+(U-3J)-2(3U-9J)\\&=U+2J,\\D(4)&=(10U-20J)+(3U-9J)-2(6U-13J)\\&=U-3J.\end{aligned}$$

Single-electron processes reach these edges. Adding $3\!\uparrow$ to $1\!\uparrow2\!\uparrow$ gives $^4S$, and removing either electron leaves the one-electron ground term. From $1\!\uparrow2\!\uparrow3\!\uparrow$, removal leaves two parallel electrons, hence $^3P$. Adding a down electron gives $S_z=1$; the triplet is the highest spin available to four electrons, so this is also $^3P$.

## Where the 5J comes from

Had the fourth electron been able to stay parallel to three others, it would have cost $3(U'-J)=3U-9J$. It must instead enter an occupied orbital with reversed spin, at a cost of $U+2U'=3U-4J$. The difference is $5J$. It is also the difference between the two gaps, because $D(2)$ compares successive parallel additions and $D(3)$ compares a parallel addition with the first paired one.

Spin flip and pair hopping do not enter this cost. Both vanish on $1\!\uparrow2\!\uparrow3\!\uparrow1\!\downarrow$: a spin flip needs two singly occupied orbitals with opposite spins, and a pair can move only into an empty orbital. Dropping both terms left all gaps from $N=1$ to $N=5$ unchanged in the three parameter sets above. It did break spin-rotation symmetry, so the shortened model is adequate for these gaps but not for the full multiplets, nor for gaps that include spin-orbit coupling.

**Limits in J.** At $J=0$ each pair costs $U$ and every partly filled shell has $D=U$. As $J$ grows at fixed $U$, $D(2)$ falls and $D(3)$ rises. At $J=U/3$ the first gap closes. Beyond that point, two isolated $d^2$ shells lower their energy by becoming $d^1$ and $d^3$; the formula still holds, but a negative $D$ no longer describes a stable uniform charge state.

**Reversed exchange.** For $J<0$ the lowest two-electron term is $^1S$ and the lowest three-electron term is $^2P$. Then

$$D(2)=(3U-4J)-2(U+2J)=U-8J.$$

The lowest four-electron term has $S=L=0$ and energy $6U-8J$, so

$$D(3)=(6U-8J)+(U+2J)-2(3U-4J)=U+2J.$$

The second expression survives, although the states behind it have changed.

## Numbers for a ruthenate-like shell

Take $U=2.5$ eV and $J=0.4$ eV, so $U'=1.7$ eV. These parameters are held fixed while the filling changes; ions of different valence would have somewhat different values.

With $\varepsilon=0$, removing an electron from $d^2$ releases $E(2)-E(1)=1.3$ eV and adding one costs $E(3)-E(2)=3.9-1.3=2.6$ eV. The gap is the cost minus the energy released, 1.3 eV ($2.08\times10^{-19}$ J). For $d^3$, the corresponding energies are 2.6 eV and $9.8-3.9=5.9$ eV, so the gap is 3.3 eV ($5.29\times10^{-19}$ J). The 2.0 eV difference is $5J$. For $d^4$ the gap is $7.2-5.9=1.3$ eV.

**Tetragonal splitting.** Lower $xy$ by $\delta=0.3$ eV. The ground states with $N=1$ to $5$ then contain $1,1,1,2,2$ electrons in $xy$. Taking second differences of $-\delta n_{xy}$ shifts $D(2),D(3),D(4)$ by $0,-\delta,+\delta$, giving 1.3, 3.0 and 1.6 eV. This holds at least for $\delta<2J$. A $d^2$ singlet can gain at most $2\delta$, against $\delta$ for the triplet, and starts at least $2J$ higher; for $d^3$ the corresponding margin is $3J$, and for $d^4$ the triplet already has $xy$ full.

**Spin-orbit coupling.** Let its constant be $\zeta=0.1$ eV. In a parallel-spin term each electron carries an equal share of $\mathbf S$, so to first order the coupling is $-(\zeta/2)\mathbf L\cdot\mathbf S$ for $d^2$. The minus sign is the one found above for the projected orbital momentum. For one electron the coupling is $-\zeta\mathbf L\cdot\mathbf S$; for $d^4$ and $d^5$ the holes reverse the signs. The largest $\mathbf L\cdot\mathbf S$ is $1/2$ for $d^1$ and $1$ for $d^2$; the smallest is $-2$ for $d^4$ and $-1$ for $d^5$. The ground energies with $N=1$ to $5$ therefore shift by $-\zeta/2,-\zeta/2,0,-\zeta,-\zeta$. The gaps shift by $+0.05$, $-0.15$ and $+0.10$ eV. Diagonalization gives 1.357, 3.145 and 1.414 eV, close to the first-order values 1.35, 3.15 and 1.40 eV; the remainder is of higher order in $\zeta$.

**The eg orbitals.** Five-orbital diagonalization used the Coulomb tensor of a d shell with one Gaussian radial function, adjusted to the same t2g $U$ and $J$. With the eg levels 3.5 eV above t2g, the gaps are 1.35, 3.23 and 1.30 eV. Extra orbitals can only lower each $E(N)$, but a second difference of lowered energies may move either way.

For these parameters $d^4$ remains low-spin. If the fourth electron can instead enter eg with parallel spin, $U+2J$ is no longer the lowest $d^3$ gap. Treating all orbital pairs alike and neglecting configuration mixing would put the crossing at a splitting of $5J$, the pairing cost found above. The five-orbital calculation, which includes pair-dependent integrals and configuration mixing, puts it at 1.42 eV, or $3.55J$. The last digits depend on the radial function: Slater-type functions $r^2e^{-\alpha r}$ and $r^3e^{-\alpha r}$, at the same $U$ and $J$, lower the crossing by 0.02 to 0.03 eV and move the three gaps above by up to about 0.006 eV. The Gaussian has a ratio of Slater integrals $F^4/F^2=0.69$; the value 0.625 often used for 3d ions lowers the crossing by 0.05 eV, to $3.42J$, and moves the gaps by up to 0.01 eV. The example has a ratio of splitting to $J$ of 8.75. A rough 3d case with splitting 2.0 eV and $J=0.65$ eV has 3.08, on the high-spin side, so the t2g-only formula for $d^3$ should not be used there.

## Beside a real switching oxide

Ca2RuO4 is a $4d^4$ oxide whose resistance can be switched electrically. Its insulating state is accompanied by flattened oxygen octahedra, which favour the $xy$ orbital. The values of $U$, $J$ and $\delta$ used here are rough but in its regime. In the model without spin-orbit coupling, the flattening raises the $d^4$ atomic gap from 1.3 to 1.6 eV. With $\zeta=0.1$ eV included the rise is smaller, from 1.414 to 1.585 eV, and it shrinks further as $\zeta$ grows: 0.13 eV at $\zeta=0.15$ eV and 0.10 eV at $\zeta=0.2$ eV. In each case a structural change alters the atomic gap of the model directly. The assumption of isolated shells is clearly broken: a rough bandwidth of 2 eV is 1.54 times the ideal $d^2$ or $d^4$ gap, but 0.61 times the $d^3$ gap. The gap of the solid can thus differ from the atomic value by an amount comparable to that value. These ratios compare energy scales; they do not locate a metal-insulator transition, which also depends on orbital degeneracy and magnetic order.

Two further scales are smaller. An electron and a hole on neighbouring sites 0.39 nm apart attract by 0.37 eV if a permittivity of 10 is used, itself a crude choice at atomic distance. At 300 K the thermal energy is 0.026 eV, far below the 0.8 eV from the $d^2$ ground term to its first excited term. Spin-orbit coupling and flattening also split the ground terms themselves, by amounts that can be comparable to the thermal energy, so more than one of those levels may be occupied.

To supply the ideal $d^4$ gap across one site spacing, a field would have to be

$$\frac{1.3\ \mathrm V}{0.39\ \mathrm{nm}}=3.33\ \mathrm{V/nm}=33.3\ \mathrm{MV/cm}.$$

One volt across a uniform 100 nm film gives 0.10 MV/cm and a drop of 3.9 meV per spacing, about 300 times too little. If a film switches at such a voltage while the field is still uniform, the field is not doing so by supplying the atomic gap across a single bond. The atomic gap sets the local charge energy on which bandwidth, lattice distortion and heating act. The corrections from flattening, spin-orbit coupling and the eg orbitals do not simply add: for $d^4$ the first two together give 1.585 eV, not the 1.71 eV obtained by summing their separate shifts. None of these values is a prediction for the solid.

## Numbers as computed

```
Input U = 2.50 eV, J = 0.40 eV, U' = 1.70 eV
Ground energy E(0) = 0.00 eV
Ground energy E(1) = 0.00 eV
Ground energy E(2) = 1.30 eV
Ground energy E(3) = 3.90 eV
Ground energy E(4) = 9.80 eV
Ground energy E(5) = 17.00 eV
Ground energy E(6) = 25.50 eV
d2 multiplet energies = 1.30, 2.10, 3.30 eV
d3 multiplet energies = 3.90, 5.10, 5.90 eV
d2: removal E(N)-E(N-1) = 1.30 eV, addition E(N+1)-E(N) = 2.60 eV
d2: atomic charge gap = 1.30 eV
d3: removal E(N)-E(N-1) = 2.60 eV, addition E(N+1)-E(N) = 5.90 eV
d3: atomic charge gap = 3.30 eV
d4: removal E(N)-E(N-1) = 5.90 eV, addition E(N+1)-E(N) = 7.20 eV
d4: atomic charge gap = 1.30 eV
Gap difference d3 - d2 = 2.00 eV = 5.00 J
d2 gap in joules = 2.083e-19 J
d3 gap in joules = 5.287e-19 J
Input tetragonal splitting = 0.30 eV (xy lowered)
Input spin-orbit constant = 0.10 eV
Input cubic t2g-eg splitting = 3.50 eV
d2 gap with tetragonal splitting = 1.300 eV
d2 gap with spin-orbit coupling = 1.357 eV
d2 gap with eg orbitals = 1.353 eV
d3 gap with tetragonal splitting = 3.000 eV
d3 gap with spin-orbit coupling = 3.145 eV
d3 gap with eg orbitals = 3.227 eV
d4 gap with tetragonal splitting = 1.600 eV
d4 gap with spin-orbit coupling = 1.414 eV
d4 gap with eg orbitals = 1.297 eV
d4 low-spin crossover: cubic splitting = 1.421 eV = 3.55 J
Example cubic splitting / J = 8.75
Rough 3d inputs: cubic = 2.00 eV, J = 0.65 eV, ratio = 3.08
Input bandwidth = 2.00 eV
Bandwidth / gap: d2 = 1.54, d3 = 0.61
Input site spacing = 0.39 nm, permittivity = 10
Neighbour electron-hole attraction = 0.369 eV
Thermal energy at 300 K = 0.0259 eV
Field giving the d4 gap over one spacing = 33.3 MV/cm
Film: 1.0 V over 100 nm, field = 0.10 MV/cm
Energy drop per spacing in film = 3.90 meV
```
